**Lithium-6 at 83 mT: energies, spin admixtures and radio-frequency couplings**

The program treats an isolated ground-state lithium-6 atom with Hamiltonian \(A\,\mathbf I\cdot\mathbf S+aS_z-bI_z\), where \(A\) is the hyperfine constant and \(a\), \(b\) are the electron and nuclear Zeeman splittings, all in MHz. It asserts that closed formulas for the three lowest energies agree with diagonalization of the full six-state matrix, and that the admixture probabilities and field slopes agree with finite differences of the energies. The transverse couplings are compared with matrix elements from the numerical eigenvectors and with an identity based on rotations. Further assertions cover the selection rules, the strong-field limit and the case without hyperfine coupling. A time-dependent propagation of all six states, without the rotating-wave approximation, tests the transfer rate on both transitions at a drive amplitude of 0.1 mT. The output shows spacings of 76.2 and 81.6 MHz, and spin-up probabilities of 0.199 %, 0.227 % and zero. The couplings are 629 and 671 kHz/mT, which is 142 and 152 times the bare nuclear value. The propagated rates agree with the formula to better than one part in ten thousand.

## Program and output

```python
"""Three lowest ground-state levels of lithium-6 in a static magnetic field.

Result under test, energies divided by h (MHz), fields in mT:
  H = A I.S + a S_z - b I_z,  S = 1/2, I = 1, a = gamma_e B, b = gamma_n B
  D1 = a + A/2 + b,  D2 = a - A/2 + b
  E1 = -A/4 - b/2 - sqrt(D1^2 + 2 A^2)/2
  E2 = -A/4 + b/2 - sqrt(D2^2 + 2 A^2)/2
  E3 = -a/2 + A/2 + b
  spin-up probability in state i: sin^2(theta_i), tan(2 theta_i)=sqrt(2)A/D_i
  transverse coupling per unit field, M = gamma_e S_x - gamma_n I_x:
  M12 = -gamma_e sin(theta1)cos(theta2)/2 - gamma_n cos(theta1-theta2)/sqrt(2)
  M23 = -gamma_e sin(theta2)/2 - gamma_n cos(theta2)/sqrt(2)
A: hyperfine constant; gamma_e, gamma_n: electron and nuclear Zeeman rates.
The formulas are compared with the full six-state matrix, with finite
differences, and with time-dependent propagation in an oscillating field.
"""
import numpy as np
from scipy.constants import value

# Inputs: A and the nuclear moment are rounded atomic data.
A = 152.0                # MHz
nuclear_moment = 0.822   # nuclear magnetons; equals g_n because I = 1
B = 83.0                 # mT
B_rf = 0.01              # mT, amplitude of the linear oscillating field
gamma_e = abs(value('electron g factor')) * value('Bohr magneton in Hz/T') * 1e-9
gamma_n = nuclear_moment * value('nuclear magneton in MHz/T') * 1e-3


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m))


S = [np.kron(s, np.eye(3)) for s in spin_matrices(0.5)]
I = [np.kron(np.eye(2), i) for i in spin_matrices(1.0)]
I_dot_S = sum(i @ s for i, s in zip(I, S))


def hamiltonian(hyperfine, a, b):
    return hyperfine * I_dot_S + a * S[2] - b * I[2]


def levels(field, hyperfine=A):
    return np.linalg.eigh(hamiltonian(hyperfine, gamma_e * field, gamma_n * field))


def element(vectors, operator, i, j):
    return vectors[:, i].conj() @ operator @ vectors[:, j]


# Closed formulas
a, b = gamma_e * B, gamma_n * B
D = np.array([a + A / 2 + b, a - A / 2 + b])
root = np.sqrt(D**2 + 2 * A**2)
E = np.array([-A / 4 - b / 2 - root[0] / 2,
              -A / 4 + b / 2 - root[1] / 2,
              -a / 2 + A / 2 + b])
theta = 0.5 * np.arctan2(np.sqrt(2) * A, D)
up_probability = np.array([np.sin(theta[0])**2, np.sin(theta[1])**2, 0.0])
spacing = np.diff(E)
electron_part = -gamma_e / 2 * np.array(
    [np.sin(theta[0]) * np.cos(theta[1]), np.sin(theta[1])])
nuclear_part = -gamma_n / np.sqrt(2) * np.array(
    [np.cos(theta[0] - theta[1]), np.cos(theta[1])])
coupling = np.abs(electron_part + nuclear_part)

# Energies from the full matrix
E_num, V = levels(B)
assert np.allclose(E_num[:3], E, atol=1e-8, rtol=0)
assert abs(spacing[0] - 76) < 0.5 and abs(spacing[1] - 82) < 0.5

# Admixture from energy derivatives: dE/da = <S_z>
step = 0.1
dE_da = (np.linalg.eigvalsh(hamiltonian(A, a + step, b))
         - np.linalg.eigvalsh(hamiltonian(A, a - step, b)))[:3] / (2 * step)
assert np.allclose(dE_da + 0.5, up_probability, atol=1e-8, rtol=0)

# Repulsion shifts from leading order against the exact shifts
shift_leading = -A**2 / (2 * D)
shift_exact = E_num[:2] - np.array([-a / 2 - A / 2 - b, -a / 2])
assert np.allclose(shift_leading, shift_exact, rtol=0.005, atol=0)

# Field slopes of the spacings
mean_Sz = up_probability - 0.5
mean_Iz = np.array([np.cos(theta[0])**2, -np.sin(theta[1])**2, -1.0])
slope = np.diff(gamma_e * mean_Sz - gamma_n * mean_Iz)
h = 0.01
slope_num = (np.diff(levels(B + h)[0][:3]) - np.diff(levels(B - h)[0][:3])) / (2 * h)
assert np.allclose(slope, slope_num, atol=1e-7, rtol=0)
sensitivity = (np.diff(levels(B, A + 0.1)[0][:3])
               - np.diff(levels(B, A - 0.1)[0][:3])) / 0.2

# Couplings from eigenvectors, and from the rotation identity
M = gamma_e * S[0] - gamma_n * I[0]
F_y = S[1] + I[1]
for k in range(2):
    electron_num = element(V, gamma_e * S[0], k, k + 1)
    nuclear_num = element(V, -gamma_n * I[0], k, k + 1)
    assert np.isclose(abs(electron_num), abs(electron_part[k]), rtol=1e-9)
    assert np.isclose(abs(nuclear_num), abs(nuclear_part[k]), rtol=1e-9)
    assert (electron_num * np.conj(nuclear_num)).real > 0
    from_rotation = (E_num[k + 1] - E_num[k]) * abs(element(V, F_y, k, k + 1)) / B
    assert np.isclose(from_rotation, coupling[k], rtol=1e-9)

# Selection rules: no direct 1-3 coupling, none for a field along z
M_z = gamma_e * S[2] - gamma_n * I[2]
assert abs(element(V, M, 0, 2)) < 1e-10
assert max(abs(element(V, M_z, i, j)) for i, j in [(0, 1), (1, 2), (0, 2)]) < 1e-10

# Large field: the electronic part approaches A/(2 sqrt(2) B)
V_high = levels(100 * B)[1]
tilt_high = A / (2 * np.sqrt(2) * 100 * B)
for k in range(2):
    assert np.isclose(abs(element(V_high, gamma_e * S[0], k, k + 1)),
                      tilt_high, rtol=1e-3)
tilt_estimate = A / (2 * np.sqrt(2) * B)

# Without hyperfine coupling only the nuclear moment drives the transitions
V_bare = levels(B, 0.0)[1]
bare = np.array([abs(element(V_bare, M, k, k + 1)) for k in range(2)])
assert np.allclose(bare, gamma_n / np.sqrt(2), rtol=1e-9)


def propagate(k, amplitude, steps=1200):
    """Transfer k -> k+1 at whole drive periods, all six states, no RWA."""
    frequency = E_num[k + 1] - E_num[k]
    period = 1 / frequency
    dt = period / steps
    U = np.eye(6, dtype=complex)
    H0 = hamiltonian(A, a, b)
    for n in range(steps):
        drive = amplitude * np.cos(2 * np.pi * (n + 0.5) / steps)
        w, v = np.linalg.eigh(H0 + drive * M)
        U = (v * np.exp(-2j * np.pi * w * dt)) @ v.conj().T @ U
    count = int(0.65 / (coupling[k] * amplitude) / period)
    state = V[:, k].astype(complex)
    transfer = [0.0]
    for _ in range(count):
        state = U @ state
        transfer.append(abs(V[:, k + 1].conj() @ state)**2)
    transfer = np.array(transfer)
    n = int(np.argmax(transfer > 0.5))
    fraction = (0.5 - transfer[n - 1]) / (transfer[n] - transfer[n - 1])
    half_time = (n - 1 + fraction) * period
    return 1 / (4 * half_time), transfer.max()


# A stronger drive keeps the propagation short; the rate is linear in it.
B_test = 0.1
simulated = [propagate(k, B_test) for k in range(2)]
for k in range(2):
    assert np.isclose(simulated[k][0], coupling[k] * B_test, rtol=0.003)
    assert simulated[k][1] > 0.998

rabi = coupling * B_rf
to_nanohartree = 1e6 / value('hartree-hertz relationship') * 1e9

print(f"Static field B = {B:.1f} mT")
print(f"Hyperfine constant A (rounded input) = {A:.1f} MHz")
print(f"Nuclear moment (rounded input) = {nuclear_moment:.3f} nuclear magnetons")
print(f"gamma_e = {gamma_e:.5f} MHz/mT")
print(f"gamma_n = {gamma_n:.7f} MHz/mT")
print(f"Electron Zeeman splitting a = {a:.3f} MHz")
print(f"Nuclear Zeeman splitting b = {b:.4f} MHz")
print(f"Flip-flop element A/sqrt(2) = {A / np.sqrt(2):.3f} MHz")
for k in range(2):
    print(f"D{k + 1} = {D[k]:.3f} MHz")
    print(f"Root sqrt(D{k + 1}^2 + 2A^2) = {root[k]:.3f} MHz")
for k in range(3):
    print(f"Energy E{k + 1}/h = {E[k]:.3f} MHz")
print(f"Fourth level E4/h = {E_num[3]:.3f} MHz")
for k in range(2):
    pair = f"{k + 1}-{k + 2}"
    print(f"Spacing {pair} = {spacing[k]:.3f} MHz")
    print(f"Spacing {pair} converted = {spacing[k] * to_nanohartree:.3f} nanohartree")
    print(f"Field slope of spacing {pair} = {slope[k] * 1e3:.2f} kHz/mT")
    print(f"Change of spacing {pair} with A = {sensitivity[k]:.3f} MHz per MHz")
for k in range(2):
    print(f"State {k + 1} repulsion shift, leading = {shift_leading[k]:.3f} MHz")
    print(f"State {k + 1} repulsion shift, full = {shift_exact[k]:.3f} MHz")
    print(f"State {k + 1} admixture amplitude sin(theta) = {np.sin(theta[k]):.5f}")
    print(f"State {k + 1} admixture probability = {100 * up_probability[k]:.4f} %")
print(f"State 3 admixture probability = {100 * up_probability[2]:.4f} %")
print(f"Tilted-field estimate A/(2 sqrt(2) B) = {tilt_estimate * 1e3:.2f} kHz/mT")
print(f"Bare nuclear coupling = {bare[0] * 1e3:.3f} kHz/mT")
print(f"Oscillating field amplitude = {B_rf:.3f} mT")
for k in range(2):
    pair = f"{k + 1}-{k + 2}"
    print(f"Coupling {pair}, electronic part = {electron_part[k] * 1e3:.2f} kHz/mT")
    print(f"Coupling {pair}, nuclear part = {nuclear_part[k] * 1e3:.3f} kHz/mT")
    print(f"Coupling {pair}, total magnitude = {coupling[k] * 1e3:.2f} kHz/mT")
    print(f"Coupling {pair} over bare nuclear = {coupling[k] / bare[k]:.1f}")
    print(f"Oscillation frequency {pair} = {rabi[k] * 1e3:.3f} kHz")
    print(f"Complete-transfer time {pair} = {1 / (2 * rabi[k]):.2f} microseconds")
print(f"Amplitude in propagation test = {B_test:.2f} mT")
for k in range(2):
    print(f"Propagated/formula rate {k + 1}-{k + 2} = "
          f"{simulated[k][0] / (coupling[k] * B_test):.5f}")
    print(f"Largest propagated transfer {k + 1}-{k + 2} = {simulated[k][1]:.5f}")
print("all assertions hold")
```

Output:

```
Static field B = 83.0 mT
Hyperfine constant A (rounded input) = 152.0 MHz
Nuclear moment (rounded input) = 0.822 nuclear magnetons
gamma_e = 28.02495 MHz/mT
gamma_n = 0.0062658 MHz/mT
Electron Zeeman splitting a = 2326.071 MHz
Nuclear Zeeman splitting b = 0.5201 MHz
Flip-flop element A/sqrt(2) = 107.480 MHz
D1 = 2402.591 MHz
Root sqrt(D1^2 + 2A^2) = 2412.188 MHz
D2 = 2250.591 MHz
Root sqrt(D2^2 + 2A^2) = 2260.833 MHz
Energy E1/h = -1244.354 MHz
Energy E2/h = -1168.157 MHz
Energy E3/h = -1086.515 MHz
Fourth level E4/h = 1092.677 MHz
Spacing 1-2 = 76.197 MHz
Spacing 1-2 converted = 11.581 nanohartree
Field slope of spacing 1-2 = 14.00 kHz/mT
Change of spacing 1-2 with A = 0.494 MHz per MHz
Spacing 2-3 = 81.641 MHz
Spacing 2-3 converted = 12.408 nanohartree
Field slope of spacing 2-3 = -57.23 kHz/mT
Change of spacing 2-3 with A = 0.568 MHz per MHz
State 1 repulsion shift, leading = -4.808 MHz
State 1 repulsion shift, full = -4.799 MHz
State 1 admixture amplitude sin(theta) = 0.04460
State 1 admixture probability = 0.1989 %
State 2 repulsion shift, leading = -5.133 MHz
State 2 repulsion shift, full = -5.121 MHz
State 2 admixture amplitude sin(theta) = 0.04759
State 2 admixture probability = 0.2265 %
State 3 admixture probability = 0.0000 %
Tilted-field estimate A/(2 sqrt(2) B) = 647.47 kHz/mT
Bare nuclear coupling = 4.431 kHz/mT
Oscillating field amplitude = 0.010 mT
Coupling 1-2, electronic part = -624.27 kHz/mT
Coupling 1-2, nuclear part = -4.431 kHz/mT
Coupling 1-2, total magnitude = 628.70 kHz/mT
Coupling 1-2 over bare nuclear = 141.9
Oscillation frequency 1-2 = 6.287 kHz
Complete-transfer time 1-2 = 79.53 microseconds
Coupling 2-3, electronic part = -666.91 kHz/mT
Coupling 2-3, nuclear part = -4.426 kHz/mT
Coupling 2-3, total magnitude = 671.34 kHz/mT
Coupling 2-3 over bare nuclear = 151.5
Oscillation frequency 2-3 = 6.713 kHz
Complete-transfer time 2-3 = 74.48 microseconds
Amplitude in propagation test = 0.10 mT
Propagated/formula rate 1-2 = 0.99995
Largest propagated transfer 1-2 = 0.99994
Propagated/formula rate 2-3 = 0.99996
Largest propagated transfer 2-3 = 0.99996
all assertions hold
```
